# The Nonrelativistic Coulomb Spectrum from the so(2,1) Algebra, part 2

We seek the states of an electron and a point nucleus of charge $Ze$ and mass $M$, without spin or relativity, from $r(H-E)\psi=0$ with $H=\tfrac12 p^2-\frac Zr$. Units are $\hbar=\mu=e^2/4\pi\varepsilon_0=1$, with reduced mass $\mu=m_eM/(m_e+M)$, length $a_\mu=a_0m_e/\mu$ and energy $E_\mu=E_h\,\mu/m_e$ ($a_0$ Bohr radius, $E_h$ Hartree energy). For $E=-\kappa^2/2<0$, scaling by $\boldsymbol\rho=\kappa\mathbf r$ gave

$$\tfrac12\left(\rho\,p_\rho^2+\rho\right)\psi=\nu\,\psi,\qquad \nu=\frac Z\kappa .$$

With $\vartheta=r\partial_r$, $A=rp^2$, $B=r$ and $D=-i(\vartheta+1)$,

$$[D,B]=-iB,\qquad [D,A]=iA,\qquad [A,B]=-2iD,$$

$$T_1=\tfrac12(A-B),\qquad T_2=D,\qquad T_3=\tfrac12(A+B),$$

$$Q=T_3^2-T_1^2-T_2^2=L^2,\qquad T_3^2-T_1^2=\tfrac12(AB+BA).$$

At fixed $l$, $Q=l(l+1)$ and

$$p^2f=\frac1r\left[-u''+\frac{l(l+1)}{r^2}u\right],\qquad u=rf .$$

The $T_j$ are Hermitian under $(f,g)=\int_0^\infty f^*g\,r\,dr$, the radial form of $\int\frac{d^3r}{r}\,f^*g$. The lowest eigenvalue $k$ of $T_3$ obeys $k(k-1)=l(l+1)$, so $k=l+1$, and the spectrum is $n=l+1+m$, $m=0,1,2,\dots$. The ladder operators $T_\pm=T_1\pm iT_2$ satisfy

$$T_+T_-=T_3^2-T_3-Q,\qquad T_-T_+=T_3^2+T_3-Q,$$

$$T_+\varphi_n=+\sqrt{n(n+1)-l(l+1)}\,\varphi_{n+1}.$$

The eigenfunctions $\chi_m=T_+^m\chi_0=r^le^{-r}P_m(x)$, with $x=2r$, $\alpha=2l+1$ and $P_0=1$, obey

$$P_{m+1}=\left(m+1+\alpha-x+x\partial_x\right)P_m,\qquad (\chi_0,\chi_0)=(2l+1)!/2^{2l+2}.$$

Normalized, they are the Sturmians, a complete orthonormal set:

$$\varphi_n=2^{l+1}\sqrt{\frac{(n-l-1)!}{(n+l)!}}\;r^lL_{n-l-1}^{2l+1}(2r)\,e^{-r}.$$

The Schrödinger equation involves

$$r(H-E)=\tfrac12A-EB-Z=\left(\tfrac12-E\right)T_3+\left(\tfrac12+E\right)T_1-Z .$$

With $c_3=\tfrac12-E$ and $c_1=\tfrac12+E$, the vector $(c_3,c_1)$ has squared length $c_3^2-c_1^2=-2E$: timelike for $E<0$, lightlike for $E=0$, spacelike for $E>0$. The tilting is a boost generated by $T_2$ that turns it onto the $T_3$ axis when $E<0$. The finite transformation $U(\theta)=e^{i\theta T_2}=e^{\theta(\vartheta+1)}$ is a dilation and acts on a radial function $f$ as

$$\left(U(\theta)f\right)(r)=e^\theta f(e^\theta r).$$

The substitution $\rho=e^\theta r$ gives $\int e^{2\theta}|f(e^\theta r)|^2r\,dr=\int|f(\rho)|^2\rho\,d\rho$, so $U$ is unitary for $(\cdot,\cdot)$. It is not unitary for $d^3r$, where the same substitution leaves a factor $e^{-\theta}$. For any operator $X$ put $X(\theta)=U^{-1}XU=e^{-i\theta D}Xe^{i\theta D}$, so that $dX/d\theta=-iU^{-1}[D,X]U$. For $B$ this is $-i(-i)B(\theta)=-B(\theta)$ and for $A$ it is $-i(i)A(\theta)=+A(\theta)$, hence

$$U^{-1}AU=e^\theta A,\qquad U^{-1}BU=e^{-\theta}B .$$

The sign can be confirmed directly: $rUf=e^\theta rf(e^\theta r)$, and $U^{-1}$ replaces $r$ by $e^{-\theta}r$ and multiplies by $e^{-\theta}$, leaving $e^{-\theta}rf(r)$. In the other basis, $\tfrac12(e^\theta A\pm e^{-\theta}B)$ with $A,B=T_3\pm T_1$ gives

$$U^{-1}T_3U=T_3\cosh\theta+T_1\sinh\theta,\qquad U^{-1}T_1U=T_1\cosh\theta+T_3\sinh\theta .$$

Write $\psi=U(\theta)\varphi$ and apply $U^{-1}$ to the equation:

$$\left[(c_3\cosh\theta+c_1\sinh\theta)\,T_3+(c_3\sinh\theta+c_1\cosh\theta)\,T_1-Z\right]\varphi=0 .$$

The coefficient of $T_1$ vanishes when

$$\tanh\theta=-\frac{c_1}{c_3}=\frac{E+\frac12}{E-\frac12}.$$

A real $\theta$ exists only if $|c_1|<|c_3|$, that is $c_3^2-c_1^2=-2E>0$. From $e^{2\theta}=(1+\tanh\theta)/(1-\tanh\theta)=(c_3-c_1)/(c_3+c_1)=-2E$ the angle is given by $e^\theta=\kappa=\sqrt{-2E}$. The coefficient of $T_3$ is read most easily in the $A,B$ form: $\tfrac12e^\theta A-Ee^{-\theta}B=\tfrac12\kappa A+\tfrac12\kappa^2\kappa^{-1}B=\kappa T_3$. The tilted equation is

$$\kappa\,T_3\,\varphi=Z\,\varphi ,$$

which is the parameter-free equation found at the start by scaling, with the scaling now identified as a group element. A bound state $\psi$ has finite $(\psi,\psi)$, so $\varphi=U^{-1}\psi$ is an admissible eigenfunction of $T_3$ and $Z/\kappa$ must be one of the integers $n\ge l+1$. Conversely each $\varphi_n$ gives a regular, exponentially decaying solution $\psi\propto\varphi_n(\kappa r)$ with $\kappa=Z/n$. Thus $\nu=n$ and

$$E_n=-\frac{Z^2}{2n^2},\qquad n=l+1,\;l+2,\dots,\qquad \theta_n=\ln\frac Zn ,$$

or $E_n=-Z^2E_\mu/2n^2$ in ordinary units. Since $\kappa>0$ and $n>0$, there is no solution with $E<0$ for $Z\le0$.

The tilt works for any negative $E$, eigenvalue or not: the operator $r(p^2/2-E)$ is unitarily equivalent to $\kappa T_3$ and has the spectrum $\kappa n$. These numbers are the nuclear charges for which the chosen $E$ would be a bound energy. At the trial value $E=-0.3$, where $\kappa=\sqrt{0.6}=0.774597$, direct diagonalization of $r(p^2/2-E)$ for $l=1$ gives 1.549193, 2.323790, 3.098387 and 3.872983, which are $2\kappa$, $3\kappa$, $4\kappa$ and $5\kappa$. No integer charge is among them, and $Z=1$ lies below the lowest, so hydrogen has no $p$ level at that energy.

The energy depends on $l$ only through the starting point of the ladder. Because the lowest weight $l+1$ is an integer and the steps are unity, the ladders of different $l$ are in register, and level $n$ is reached by $l=0,\dots,n-1$, with $\sum_{l=0}^{n-1}(2l+1)=n^2$ states. The algebra so(2,1) commutes with $L^2$ and supplies no operator that connects these states of different $l$; that is done by the Runge–Lenz vector. Nor is so(2,1) a symmetry of $H$. The operators $T_\pm$ change $n$, and the angle $\theta_n$ differs from level to level, so the step from one bound state to the next is, up to a normalization constant, $U(\theta_{n+1})T_+U(\theta_n)^{-1}$, not $T_+$. An algebra that connects levels of different energy in this manner is called a spectrum-generating algebra. The value of $\theta_n$ has no absolute meaning, since the definition of $T_3$ adds $rp^2$ to $r$ and so presupposes a unit of length; here $\theta=\ln(\kappa a_\mu)$, and the state with $n=Z$ needs no tilt.

As $n\to\infty$, $E\to0^-$, $\tanh\theta\to-1$ and $\theta\to-\infty$: the boost needed to reach the $T_3$ axis grows without limit as the vector approaches the light cone, and the state is stretched by the diverging factor $1/\kappa$. At $E=0$ the equation is $A\psi=2Z\psi$ with the lightlike generator $A=T_3+T_1$, and there is no bound state for $Z>0$. If $A$ had an eigenfunction $\psi$ with eigenvalue $2Z$ that is normalizable and has finite kinetic energy (properties a dilation preserves), then $AU\psi=e^\theta UA\psi=2Ze^\theta U\psi$ would give one for every positive eigenvalue. Two of them, $f$ and $g$, with different eigenvalues are orthogonal even without exponential decay. The boundary term $r^2(f^*g'-f'^*g)$ vanishes at the origin. At infinity it has a limit, because its derivative is proportional to the integrable $rf^*g$, and it is integrable by the Cauchy–Schwarz inequality, because $rf$, $rf'$, $rg$ and $rg'$ are square integrable in $dr$; hence the limit is zero. These would be uncountably many mutually orthogonal functions, which cannot exist in a space with the countable basis $\varphi_n$.

For $E>0$ the vector is spacelike and can be turned onto the $T_1$ axis. With $e^\theta=q=\sqrt{2E}$, $\tfrac12e^\theta A-Ee^{-\theta}B=\tfrac12q(A-B)=qT_1$, and

$$T_1\varphi=\tau\varphi,\qquad \tau=\frac Zq,\qquad\text{i.e.}\qquad u''+\omega(\rho)\,u=0,\quad \omega=1+\frac{2\tau}\rho-\frac{l(l+1)}{\rho^2},$$

for $u=\rho\varphi$. This is the Coulomb wave equation with parameter $\eta=-\tau$, and its regular solution $F_l(\eta,\rho)\sim\rho^{l+1}$ exists for every real $\tau$. No condition at infinity restricts $\tau$. Beyond some $\rho_0$, $\omega$ is positive and tends to 1. The positive quantity $W=u'^2+\omega u^2$ has $W'=2u'(u''+\omega u)+\omega'u^2=\omega'u^2$, so $|(\ln W)'|\le|\omega'|/\omega$, which falls off as $1/\rho^2$ and is integrable. Hence $W$ tends to a finite nonzero constant. Finite means that every solution is bounded. Nonzero means that none is normalizable: from $(uu')'=u'^2+uu''=u'^2-\omega u^2$ follows $W=(uu')'+2\omega u^2$, and since $uu'$ is bounded and $\omega\to1$ while $\int W\,d\rho$ grows linearly, $N(\rho)=\int_{\rho_0}^\rho u^2d\rho'$ grows linearly too. This is the $d^3r$ norm. The norm $(\varphi,\varphi)$ contains $\int u^2d\rho/\rho=N/\rho+\int N\,d\rho/\rho^2$, which diverges logarithmically. The noncompact generator has no discrete eigenvalues, every $E>0$ is allowed, for either sign of $Z$, and these are the scattering states. The program asserts, for one positive and one negative non-integer $\tau$, that $F_1/\rho$ satisfies the $T_1$ equation and has an amplitude near unity at large $\rho$.

The construction needs $rV(r)$ to fit into the algebra. A constant in $rV$ is the Coulomb term and a term proportional to $r$ is a shift of the energy. One more term fits. For $V=-Z/r+\gamma/2r^2$ the operator $A$ is replaced by $A'=A+\gamma/r$. The addition has degree $-1$ and commutes with $B$, so all three commutators are unchanged, while $\tfrac12(A'B+BA')$ gains $\gamma$ and $Q=L^2+\gamma$. The lowest weight solves $k(k-1)=l(l+1)+\gamma$, so $k=\tfrac12+\sqrt{(l+\tfrac12)^2+\gamma}$ and $E=-Z^2/2(k+m)^2$. For $\gamma\ne0$ the shift $k-(l+1)$ depends on $l$, so the ladders of different $l$ are out of register, apart from accidental coincidences at special $\gamma$, and the degeneracy in $l$ is lost. It rests on the lowest weights of different $l$ differing by integers. The root must be real, $\gamma\ge-(l+\tfrac12)^2$, and when it is smaller than $\tfrac12$ the second solution, $r^{k-1}$ with the other sign of the root (or $r^{-1/2}\ln r$ when the root is zero), also has a finite norm $(f,f)$ at the origin, so that a boundary condition has to be imposed separately. The $d^3r$ norm is weaker: the second solution is square integrable with $d^3r$ whenever the root is smaller than 1, and between $\tfrac12$ and 1 it is excluded by the finite norm $(f,f)$, that is, by a finite Coulomb energy. A screened potential or a nucleus of finite size makes $rV$ a function outside this list; $r(H-E)$ is then not a generator plus a constant, and the tilt does not diagonalize it.

The physical normalization differs from the algebraic one, and the algebra supplies the factor. Let $\psi=cU(\theta_n)\varphi_n$. An integral with $d^3r$ is a round-bracket product with one extra $B$:

$$\int|\psi|^2d^3r=(\psi,B\psi)=|c|^2(\varphi_n,U^{-1}BU\varphi_n)=|c|^2\kappa^{-1}(\varphi_n,(T_3-T_1)\varphi_n).$$

Now $T_1=\tfrac12(T_++T_-)$ maps $\varphi_n$ onto $\varphi_{n\pm1}$, so $(\varphi_n,T_1\varphi_n)=0$ and $(\varphi_n,B\varphi_n)=n$. The norm is $|c|^2n/\kappa=|c|^2n^2/Z$, which fixes $c=\sqrt Z/n$. The normalized radial function is

$$R_{nl}(r)=\frac{\sqrt Z}{n}\,\kappa\,\varphi_n(\kappa r)=\frac{2Z^{3/2}}{n^2}\sqrt{\frac{(n-l-1)!}{(n+l)!}}\;(2\kappa r)^lL_{n-l-1}^{2l+1}(2\kappa r)\,e^{-\kappa r},$$

where $2^{l+1}(\kappa r)^l=2(2\kappa r)^l$ and $(\sqrt Z/n)(Z/n)=Z^{3/2}/n^2$ were used. For $n=1$, $l=0$ it is $2Z^{3/2}e^{-Zr}$.

Radial moments follow in the same way, from $\langle r^s\rangle=(\psi,B^{s+1}\psi)=(Z/n^2)\,\kappa^{-(s+1)}(\varphi_n,B^{s+1}\varphi_n)$. For $s=-1$ unitarity gives at once

$$\left\langle\frac1r\right\rangle=\frac Z{n^2},$$

so $\langle V\rangle=-Z^2/n^2=2E_n$, the virial relation. For $s=1$ the prefactor is $(Z/n^2)(n^2/Z^2)=1/Z$, and $B^2=T_3^2-T_3T_1-T_1T_3+T_1^2$. The mixed terms vanish in $\varphi_n$, since $T_3$ acting on the adjacent $\varphi_n$ gives $n$ times $(\varphi_n,T_1\varphi_n)=0$. In $T_1^2=\tfrac14(T_+^2+T_-^2+T_+T_-+T_-T_+)$ the first two terms change $n$ by two and drop out, and the last two add up to $2T_3^2-2Q$. Therefore

$$(\varphi_n,T_1^2\varphi_n)=\tfrac12\left[n^2-l(l+1)\right],\qquad \langle r\rangle=\frac{n^2+\frac12[n^2-l(l+1)]}{Z}=\frac{3n^2-l(l+1)}{2Z}.$$

The two scalar products also differ in which functions they make orthogonal. Neighbouring Sturmians of the same exponent overlap in the physical product:

$$\int_0^\infty\varphi_{n+1}\varphi_n\,r^2dr=(\varphi_{n+1},(T_3-T_1)\varphi_n)=-\tfrac12(\varphi_{n+1},T_+\varphi_n)=-\tfrac12\sqrt{n(n+1)-l(l+1)} .$$

The bound states $R_{nl}$, each tilted by its own angle, are orthogonal with $r^2dr$, because they are eigenfunctions of $H$, Hermitian for $d^3r$, with different energies. The Sturmians of one exponent are complete, as shown above, whereas the bound states need the continuum beside them. The program asserts in exact arithmetic, for $Z=1$ and for a non-integer $Z$, that the tilted functions satisfy $H\psi=E_n\psi$ and have the stated norm, moments and orthogonality between neighbouring $n$.

As a worked case take the $3p$ state of hydrogen in this model: point proton, no spin, no relativity, reduced mass included. The units are fixed by $M/m_e=1836.153$:

$$\frac\mu{m_e}=\frac{1836.153}{1+1836.153}=0.99945568,$$

$$E_\mu=27.211386\ \text{eV}\times0.99945568=27.196575\ \text{eV},\qquad a_\mu=\frac{0.529177\ \text{Å}}{0.99945568}=0.529465\ \text{Å}.$$

These and later products are formed with unrounded constants, so the last digit can differ by one from what the rounded factors give. For $l=1$ the Casimir value is $l(l+1)=2$, and $k(k-1)=2$ has the admissible root $k=2$. The bottom state is $\chi_0=re^{-r}$ with squared norm $3!/2^4=3/8$. One step up uses the recursion with $m=0$, $\alpha=3$, $P_0=1$, so $P_1=4-x=4-2r$ and

$$\chi_1=T_+\,re^{-r}=(4r-2r^2)\,e^{-r}.$$

The ladder factor at $n=2$ is $2\cdot3-2=4$, which predicts the squared norm $4\times\tfrac38=\tfrac32$. Direct integration with $\int_0^\infty r^je^{-2r}dr=j!/2^{j+1}$ confirms it:

$$\int_0^\infty(16r^3-16r^4+4r^5)e^{-2r}dr=16\cdot\frac{6}{16}-16\cdot\frac{24}{32}+4\cdot\frac{120}{64}=6-12+\frac{15}2=\frac32 .$$

This function has $T_3=3$ and a node at $r=2$ in the dimensionless variable. Its matrix elements are $(T_1^2)=\tfrac12(9-2)=\tfrac72$, $(r)=3$ and $(r^2)=9+\tfrac72=\tfrac{25}2$, and its physical overlap with the untilted $2p$ Sturmian is $-\tfrac12\sqrt4=-1$. A magnitude of 1 does not mean that the two functions coincide, since they are normalized with the weight $r\,dr$ and the overlap is taken with $r^2dr$.

The tilt for $Z=1$, $n=3$ has $\kappa a_\mu=1/3$, so $\kappa=0.333333/0.529465\ \text{Å}=0.6296\ \text{Å}^{-1}$ and $\theta=\ln\tfrac13=-1.098612$. The energy is $E/E_\mu=-\tfrac1{18}=-0.055556$, which gives $c_3=0.555556$, $c_1=0.444444$ and

$$\tanh\theta=-\frac{0.444444}{0.555556}=-0.800000 .$$

With $e^\theta=\tfrac13$, $\cosh\theta=\tfrac12(\tfrac13+3)=\tfrac53$ and $\sinh\theta=\tfrac12(\tfrac13-3)=-\tfrac43$. The coefficient of $T_1$ after the tilt is $\tfrac59\cdot(-\tfrac43)+\tfrac49\cdot\tfrac53=0$, and that of $T_3$ is $\tfrac59\cdot\tfrac53-\tfrac49\cdot\tfrac43=\tfrac13$, so the tilted equation $\tfrac13T_3\varphi=\varphi$ holds for $T_3=3$. The negative angle stretches the Sturmian by a factor 3, and the prefactor is $\sqrt Z/n=0.333333$. In ordinary units,

$$E_3=-\frac{27.196575\ \text{eV}}{18}=-1.510921\ \text{eV},$$

and dividing by 2 and by 8 instead gives $E_1=-13.598287$ eV and $E_2=-3.399572$ eV. The node moves to $2/\kappa=6\times0.529465\ \text{Å}=3.177$ Å. The mean radius is $\tfrac{25}2\times0.529465\ \text{Å}=6.618$ Å, and $\langle1/r\rangle=\tfrac19/0.529465\ \text{Å}=0.2099\ \text{Å}^{-1}$. Finite-difference diagonalization of $H$ itself reproduces the three $s$ levels to the six decimals shown, gives $-1.510921$ eV for the second $p$ level, equal to the third $s$ level as the degeneracy requires, and gives 6.61832 Å for the mean radius and 3.1768 Å for the node, the same as the algebra at those digits. The Balmer-$\alpha$ photon, $n=3\to2$, has

$$\Delta E=3.399572\ \text{eV}-1.510921\ \text{eV}=1.888651\ \text{eV},\qquad \lambda=\frac{12398.420\ \text{eV Å}}{1.888651\ \text{eV}}=6564.70\ \text{Å}$$

in vacuum. The six decimals serve to compare two solutions of the same model. Relativity and spin, left out here, change each level by at most an amount of order $(Z\alpha_{\rm fs})^2$ relative to the level itself, with $\alpha_{\rm fs}$ the fine-structure constant, and $\alpha_{\rm fs}^2$ is roughly $5\times10^{-5}$. As statements about the real atom the results deserve about four figures: $E_3\approx-1.511$ eV and $\lambda\approx6565$ Å.

The ion He$^+$ uses the same function $\chi_1$ with another angle. With $M/m_e=7294.300$, $\mu/m_e=0.99986293$, $E_\mu=27.207656$ eV and $a_\mu=0.529250$ Å. For $Z=2$, $n=3$, $\kappa a_\mu=\tfrac23$, so $\kappa=1.2596\ \text{Å}^{-1}$, $\theta=\ln\tfrac23=-0.405465$, $E/E_\mu=-0.222222$ and $\tanh\theta=-0.277778/0.722222=-0.384615$; the prefactor is $\sqrt2/3=0.471405$. The energy is $-\tfrac29\times27.207656\ \text{eV}=-6.046146$ eV, the node lies at $3\times0.529250\ \text{Å}=1.588$ Å, the mean radius is $\tfrac{25}4\times0.529250\ \text{Å}=3.308$ Å, and $\langle1/r\rangle=0.4199\ \text{Å}^{-1}$. With $E_2=-13.603828$ eV the $3\to2$ photon has 7.557682 eV, and $12398.420/7.557682$ gives 1640.51 Å in the model. For $Z=2$ the neglected corrections are of relative order $(Z\alpha_{\rm fs})^2\approx2\times10^{-4}$, up to a few tenths of an ångström, so the model does not decide whether the real wavelength rounds to 1640 or to 1641 Å. The level $n=2$ of He$^+$ and the level $n=1$ of hydrogen both have $Z/n=1$, zero tilt and $E=-E_\mu/2$; their energies, $-13.603828$ eV and $-13.598287$ eV, differ only through the reduced mass in $E_\mu$.

One printed pair does not agree to the last digit: the He$^+$ ground state is $-54.415313$ eV from the algebra and $-54.415312$ eV from finite differences. The lattice problem for this state can be solved exactly. On the grid $r_j=jh$ the equation is $-(u_{j+1}-2u_j+u_{j-1})/2h^2-Zu_j/jh=Eu_j$. The trial $u_j=jy^j$ has $u_{j+1}+u_{j-1}=y^j\left[j(y+1/y)+(y-1/y)\right]$. The terms without a factor $j$ require $1/y-y=2Zh$, so $y+1/y=2\sqrt{1+Z^2h^2}$, and the terms with a factor $j$ give

$$E(h)=-\frac{\sqrt{1+Z^2h^2}-1}{h^2}=-\frac{Z^2}2\left[1-\frac{(Zh)^2}4+\frac{(Zh)^4}8-\dots\right].$$

The Richardson combination $[4E(h/2)-E(h)]/3$ used by the program cancels the $h^2$ term and multiplies the $h^4$ term by $(\tfrac4{16}-1)/3=-\tfrac14$, leaving $-\tfrac12Z^2[1-(Zh)^4/32]$. The extrapolated level is less bound than the exact one by $(Zh)^4/32$ relative to $|E_1|$. For $Z=2$ and the coarse step $h=0.01\,a_\mu$ this is a few parts in $10^9$, a fraction of the last printed digit and of the sign seen, enough to change how that digit rounds; for hydrogen it is sixteen times smaller in relative terms and does not show.

## Computed results

```
FD spectrum of T3, l=0: 1.000000 2.000000 3.000000 4.000000
FD spectrum of T3, l=1: 2.000000 3.000000 4.000000 5.000000
FD spectrum of T3, l=2: 3.000000 4.000000 5.000000 6.000000
trial E = -0.3 E_mu, kappa = 0.774597 1/a_mu
FD spectrum of r(p^2/2-E), l=1: 1.549193 2.323790 3.098387 3.872983
3p: Casimir l(l+1) = 2, lowest weight k = 2
3p: T+ (r e^-r) = ((4) r + (-2) r^2) e^-r
3p: norm^2 of r e^-r = 3/8, of raised state = 3/2
3p: ladder factor = 4
3p: (T1^2) = 7/2, (r) = 3, (r^2) = 25/2
Sturmian overlap (phi_3p, r phi_2p) = -1.000000
3p: node of untilted Sturmian at r = 2.0 (dimensionless)
E_h = 27.211386 eV, a0 = 0.529177 A, hc = 12398.420 eV A
H: Z = 1, M/m_e = 1836.153, mu/m_e = 0.99945568
H: E_mu = 27.196575 eV, a_mu = 0.529465 A
H 3p: kappa*a_mu = 0.333333, kappa = 0.629566 1/A
H 3p: theta = -1.098612, tanh(theta) = -0.800000
H 3p: E/E_mu = -0.055556, 1/2-E = 0.555556, 1/2+E = 0.444444
H 3p: state prefactor sqrt(Z)/n = 0.333333
H: E1 E2 E3 algebra = -13.598287 -3.399572 -1.510921 eV
H: E1 E2 E3 FD, l=0 = -13.598287 -3.399572 -1.510921 eV
H 3p: E FD, l=1 = -1.510921 eV
H 3p: <r> = 6.61832 A, FD 6.61832 A
H 3p: <1/r> = 0.209855 1/A
H 3p: node = 3.1768 A, FD 3.1768 A
H: 3->2 photon = 1.888651 eV = 6564.70 A (vacuum)
He+: Z = 2, M/m_e = 7294.300, mu/m_e = 0.99986293
He+: E_mu = 27.207656 eV, a_mu = 0.529250 A
He+ 3p: kappa*a_mu = 0.666667, kappa = 1.259645 1/A
He+ 3p: theta = -0.405465, tanh(theta) = -0.384615
He+ 3p: E/E_mu = -0.222222, 1/2-E = 0.722222, 1/2+E = 0.277778
He+ 3p: state prefactor sqrt(Z)/n = 0.471405
He+: E1 E2 E3 algebra = -54.415313 -13.603828 -6.046146 eV
He+: E1 E2 E3 FD, l=0 = -54.415312 -13.603828 -6.046146 eV
He+ 3p: E FD, l=1 = -6.046146 eV
He+ 3p: <r> = 3.30781 A, FD 3.30781 A
He+ 3p: <1/r> = 0.419882 1/A
He+ 3p: node = 1.5877 A, FD 1.5877 A
He+: 3->2 photon = 7.557682 eV = 1640.51 A (vacuum)
```
